\section*{X2C by Hand for One s Gaussian on a Nucleus}

\section*{Problem}

One electron moves in the field of a point nucleus of charge $Z$, with potential $v(r)=-Z/r$. Hartree atomic units are used, $c$ is the speed of light, and the rest energy $c^2$ is subtracted from all energies. The large component of the Dirac wave function is restricted to one normalized s Gaussian,
\begin{equation}
g(r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-ar^2},
\end{equation}
times a constant two-component spinor $\chi$ with $\chi^\dagger\chi=1$. The small component is restricted to the function obtained from it by restricted kinetic balance:
\begin{equation}
\psi_L=A\,g\chi,\qquad
\psi_S=B\,\frac{\boldsymbol\sigma\cdot\mathbf p}{2c}\,g\chi .
\label{ansatz}
\end{equation}

\begin{enumerate}
\item[(a)] Evaluate $T=\langle g|p^2/2|g\rangle$, $V=\langle g|v|g\rangle$ and $W=\langle g\chi|(\boldsymbol\sigma\cdot\mathbf p)\,v\,(\boldsymbol\sigma\cdot\mathbf p)|g\chi\rangle$. Show that the two spin directions do not mix.
\item[(b)] Project the Dirac equation on the two functions and write the resulting generalized eigenproblem.
\item[(c)] Find the ratio $X=B/A$ for the electronic solution.
\item[(d)] Find the renormalization factor $R$, construct the decoupled Hamiltonian $h$, and compare it with the energy from (b).
\item[(e)] Examine $h$ for $Z=0$ and for large $c$.
\item[(f)] Evaluate everything for $Z=50$, $a=700\ \text{bohr}^{-2}$, and judge how well one Gaussian describes the 1s state.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The integrals}

The density is $g^2=(b/\pi)^{3/2}e^{-br^2}$ with $b=2a$. Three averages are needed. The first is the Gaussian mean square radius, $1/(2b)$ for each Cartesian direction:
\begin{equation}
\langle r^2\rangle=\frac{3}{2b}=\frac{3}{4a}.
\end{equation}
The other two follow from $\int_0^\infty r e^{-br^2}dr=1/(2b)$ and $\int_0^\infty r^3e^{-br^2}dr=1/(2b^2)$:
\begin{align}
\langle r^{-1}\rangle&=4\pi\left(\frac b\pi\right)^{3/2}\frac1{2b}=2\sqrt{\frac b\pi}=2\sqrt{\frac{2a}{\pi}},\\
\langle r\rangle&=4\pi\left(\frac b\pi\right)^{3/2}\frac1{2b^2}=\frac{\langle r^{-1}\rangle}{b}=\frac{\langle r^{-1}\rangle}{2a}.
\end{align}

The gradient is $\nabla g=-2a\mathbf r\,g$, so $|\nabla g|^2=4a^2r^2g^2$. Integrating the kinetic energy by parts gives
\begin{equation}
T=\frac12\int|\nabla g|^2d^3r=2a^2\langle r^2\rangle=\frac{3a}{2},
\qquad
V=-Z\langle r^{-1}\rangle=-2Z\sqrt{\frac{2a}{\pi}} .
\end{equation}

For $W$, use $(\boldsymbol\sigma\cdot\mathbf p)g\chi=-i(\boldsymbol\sigma\cdot\nabla g)\chi$. For two spinors $\chi,\chi'$ the product of small functions at each point is
\begin{equation}
\chi^\dagger(\boldsymbol\sigma\cdot\nabla g)(\boldsymbol\sigma\cdot\nabla g)\chi'
=\chi^\dagger\left[|\nabla g|^2+i\boldsymbol\sigma\cdot(\nabla g\times\nabla g)\right]\chi'
=|\nabla g|^2\,\chi^\dagger\chi' .
\label{spin}
\end{equation}
The cross product of a vector with itself vanishes, so there is no spin-orbit term, and orthogonal spinors stay uncoupled. The four spinor functions therefore form two identical pairs, and one pair suffices. With $\chi'=\chi$,
\begin{equation}
W=\int v\,|\nabla g|^2d^3r=-4a^2Z\langle r\rangle
=-2aZ\langle r^{-1}\rangle=2aV=\frac43\,TV ,
\label{W}
\end{equation}
where the last form uses $a=2T/3$.

\subsection*{(b) The two-by-two problem}

With the rest energy removed, the Dirac equation reads
\begin{align}
v\,\psi_L+c\,(\boldsymbol\sigma\cdot\mathbf p)\psi_S&=E\psi_L,\\
c\,(\boldsymbol\sigma\cdot\mathbf p)\psi_L+(v-2c^2)\psi_S&=E\psi_S .
\end{align}
Insert \eqref{ansatz}. Project the first line on $g\chi$ and the second on $(\boldsymbol\sigma\cdot\mathbf p)g\chi/(2c)$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $\langle p^2\rangle=2T$, the pieces are:
\begin{itemize}
\item coupling, in either line: $c\cdot 2T/(2c)=T$;
\item potential in the small component: $W/(4c^2)$;
\item the term $-2c^2$: $-2c^2\cdot 2T/(4c^2)=-T$;
\item norm of the small function: $2T/(4c^2)=T/(2c^2)$.
\end{itemize}
The result is
\begin{equation}
\begin{pmatrix}V&T\\[2pt] T&\dfrac{W}{4c^2}-T\end{pmatrix}
\begin{pmatrix}A\\ B\end{pmatrix}
=E\begin{pmatrix}1&0\\[2pt]0&\dfrac{T}{2c^2}\end{pmatrix}
\begin{pmatrix}A\\ B\end{pmatrix}.
\label{gep}
\end{equation}
Below, $D$ denotes the matrix on the left and $M$ the metric on the right.

\subsection*{(c) The ratio $X$}

$A$ cannot vanish, because the first row would then give $TB=0$ and hence $B=0$. Dividing both rows by $A$ gives
\begin{align}
E&=V+TX, \label{row1}\\
T+\left(\frac{W}{4c^2}-T\right)X&=E\,\frac{T}{2c^2}\,X. \label{row2}
\end{align}
By \eqref{W}, $W/(4c^2)=TV/(3c^2)$. Divide \eqref{row2} by $T$ and insert \eqref{row1}:
\begin{equation}
1-X+\frac{V}{3c^2}X=\frac{V}{2c^2}X+\frac{T}{2c^2}X^2 .
\end{equation}
The two potential terms combine through $\tfrac12-\tfrac13=\tfrac16$. With the dimensionless numbers
\begin{equation}
\tau=\frac{T}{2c^2},\qquad \nu=\frac{V}{6c^2},
\end{equation}
the equation becomes
\begin{equation}
\tau X^2+(1+\nu)X-1=0 .
\label{quad}
\end{equation}

The product of the two roots is $-1/\tau<0$, so one root is positive and the other negative. As $T>0$, \eqref{row1} assigns the higher energy to the positive root. For $c\to\infty$ both $\tau$ and $\nu$ vanish and the positive root tends to 1, so that $E\to T+V$, the nonrelativistic energy. The negative root then behaves as $-1/\tau$, and its energy as $-T/\tau=-2c^2$. The positive root is thus the electronic one:
\begin{equation}
X=\frac{-(1+\nu)+\sqrt{(1+\nu)^2+4\tau}}{2\tau}
=\frac{2}{(1+\nu)+\sqrt{(1+\nu)^2+4\tau}} .
\label{X}
\end{equation}
The second form follows on multiplying numerator and denominator by $(1+\nu)+\sqrt{(1+\nu)^2+4\tau}$, which turns the numerator into $4\tau$. It avoids subtracting nearly equal numbers when $\tau$ is small.

\subsection*{(d) Renormalization and decoupling}

With $B=XA$, the norm of the full wave function is
\begin{equation}
A^2\begin{pmatrix}1&X\end{pmatrix}M\begin{pmatrix}1\\X\end{pmatrix}
=A^2(1+\tau X^2).
\end{equation}
A one-component description needs an amplitude whose own square is the norm. That amplitude is $A\sqrt{1+\tau X^2}=A/R$, with
\begin{equation}
R=\frac{1}{\sqrt{1+\tau X^2}} .
\end{equation}
For a normalized state $A=R$. The weight of the large component is then $R^2$ and that of the small component is $1-R^2$.

The energy expression before renormalization is
\begin{equation}
L=\begin{pmatrix}1&X\end{pmatrix}D\begin{pmatrix}1\\X\end{pmatrix}
=V+2TX+\left(\frac{W}{4c^2}-T\right)X^2 ,
\label{L}
\end{equation}
and the decoupled Hamiltonian is $h=RLR$. To evaluate it, split $2TX$ into two equal parts and use \eqref{row1} and \eqref{row2}:
\begin{align}
L&=(V+TX)+X\left[T+\left(\frac{W}{4c^2}-T\right)X\right]\nonumber\\
&=E+X\,(E\tau X)=E(1+\tau X^2),\\
h&=RLR=\frac{L}{1+\tau X^2}=E .
\end{align}
The decoupled Hamiltonian reproduces the electronic eigenvalue of \eqref{gep} without approximation.

It remains to check that the electronic state is decoupled from the other one. Let $X'=-1/(\tau X)$ be the negative root. The overlap of the two solutions is
\begin{equation}
\begin{pmatrix}1&X'\end{pmatrix}M\begin{pmatrix}1\\X\end{pmatrix}=1+\tau XX'=0 .
\end{equation}
Since $D(1,X)^{T}=E\,M(1,X)^{T}$, the matrix element of $D$ between them is $E$ times this overlap and vanishes too.

\subsection*{(e) Two limits}

\paragraph{No nucleus.} For $Z=0$ we have $V=\nu=0$. From \eqref{row1}, $T=2c^2\tau$ and the first form of \eqref{X},
\begin{equation}
h=TX=c^2\left(\sqrt{1+4\tau}-1\right)=\sqrt{c^4+2c^2T}-c^2 .
\end{equation}
This is the relativistic kinetic energy with $p^2$ replaced by its mean value $2T$. A Gaussian is not a momentum eigenstate, so the result belongs to the one-function model.

\paragraph{Large $c$.} Write \eqref{quad} as $X=1-\nu X-\tau X^2$. Both $\nu$ and $\tau$ are of order $c^{-2}$, so $X=1+O(c^{-2})$ may be inserted on the right:
\begin{equation}
X=1-\nu-\tau+O(c^{-4}),\qquad
h=T+V-\frac{TV}{6c^2}-\frac{T^2}{2c^2}+O(c^{-4}).
\label{expand}
\end{equation}
The origin of the two corrections shows if $X=1$ is put into $L/(1+\tau X^2)$. This gives $(V+T+W/4c^2)/(1+\tau)$, whose expansion has the same leading terms. The potential acting in the small component adds $W/(4c^2)=TV/(3c^2)$, and the renormalization adds $-\tau(T+V)=-T^2/(2c^2)-TV/(2c^2)$. The first correction in \eqref{expand} is positive, because $V<0$, and the second is negative.

\paragraph{What one function leaves out.} The usual mass-velocity correction is $-\langle p^4\rangle/(8c^2)$. For this Gaussian $\nabla^2g=(4a^2r^2-6a)g$, and with $\langle r^4\rangle=15/(4b^2)=15/(16a^2)$,
\begin{equation}
\langle p^4\rangle=\int(\nabla^2g)^2d^3r
=16a^4\langle r^4\rangle-48a^3\langle r^2\rangle+36a^2
=15a^2 .
\end{equation}
The model contains instead $-T^2/(2c^2)=-9a^2/(8c^2)$, that is, $9a^2$ in place of $15a^2$.

The reason appears when \eqref{gep} is written for several s functions. The numbers become matrices, 1 becomes the overlap matrix $S$, and $A$, $B$ become columns. To leading order the second row gives
\begin{equation}
B=A+\frac{T^{-1}W}{4c^2}A-\frac{E}{2c^2}A .
\end{equation}
Inserting this in the first row, $VA+TB=ESA$, and using $EA\approx S^{-1}(T+V)A$ in the small term, one finds
\begin{equation}
\left[V+T+\frac{W}{4c^2}-\frac{TS^{-1}(T+V)}{2c^2}\right]A=E\,S\,A .
\end{equation}
The kinetic correction is $-TS^{-1}T/(2c^2)$. Here $S^{-1}$ supplies the projector on the basis between two factors $p^2/2$, so $TS^{-1}T$ equals the matrix of $p^4/4$ only if the basis can represent $p^2g$. With $g$ alone, the part of $p^2g$ orthogonal to $g$ is lost; its squared norm is $15a^2-(2T)^2=6a^2$. The product $TS^{-1}V$ is subject to the same kind of projection. Since $(p^2/2)g=(3a-2a^2r^2)g$, its unprojected value is $\langle g|(p^2/2)\,v|g\rangle=3aV+2a^2Z\langle r\rangle=2aV$, whereas the model contains $TV=3aV/2$. Removing the projections would thus change the energy by $-3a^2/(4c^2)$ in the kinetic term and by $-aV/(4c^2)$ in the potential term. These have opposite signs, and their sum is $-a(2T+V)/(4c^2)$, which vanishes at the exponent that minimizes $T+V$, where $2T+V=0$.

\subsection*{(f) Numbers for $Z=50$, $a=700\ \text{bohr}^{-2}$}

These are round model parameters. With $c=137.036$, $c^2=18778.87$. Energies are in hartree.

\paragraph{Integrals.}
\begin{align}
T&=1.5\times700=1050.00, &
V&=-100\sqrt{1400/\pi}=-2111.00,\nonumber\\
\frac{W}{4c^2}&=\frac{1400\,V}{4c^2}=-39.34, &
\frac{W}{4c^2}-T&=-1089.34 .
\end{align}

\paragraph{Ratio.}
\begin{align}
\tau&=\frac{1050.00}{2c^2}=0.027957,\qquad
\nu=\frac{-2111.00}{6c^2}=-0.018736,\\
X&=\frac{2}{0.981264+\sqrt{0.981264^2+4(0.027957)}}
=\frac{2}{0.981264+1.036681}=0.991107 .
\end{align}
The first row of the eigenproblem then gives
\begin{equation}
E=V+TX=-2111.00+1040.66=-1070.34 .
\end{equation}

\paragraph{Decoupled Hamiltonian.} The metric is $1+\tau X^2=1.027462$, so $R=0.986546$, and the small component carries 2.7\% of the norm. From \eqref{L},
\begin{align}
L&=-2111.004+2(1050)(0.9911071)-1089.345\,(0.9911071)^2=-1099.735,\\
h&=\frac{-1099.735}{1.027462}=-1070.34 .
\end{align}
This agrees with $V+TX$. Numerical diagonalization of the Dirac matrix, built by quadrature with explicit Pauli matrices, also gives $-1070.34$ hartree, or about $-2.91\times10^4$ eV.

Without $R$ the energy would be $L$, too low by 29.39 hartree. That is about three times the whole relativistic shift found below, so the renormalization cannot be treated as a small refinement. The other root is $X'=-36.09$, with energy $-40006$ hartree. It lies below $-2c^2=-37558$ hartree and belongs to the negative-energy solution.

\paragraph{Relativistic shift.} The nonrelativistic energy of the same Gaussian is $T+V=-1061.00$, so the shift is $-9.34$. The leading terms of \eqref{expand} give
\begin{equation}
-\frac{TV}{6c^2}-\frac{T^2}{2c^2}=19.67-29.35=-9.68 .
\end{equation}
The expansion overestimates the size of the shift by about 4\% of its value. The shift is the difference of two larger terms of opposite sign.

\paragraph{Comparison with the 1s state.} The exact energy for a point nucleus can be found by trying
\begin{equation}
\psi_L=f\chi,\qquad \psi_S=ik\,(\boldsymbol\sigma\cdot\hat{\mathbf r})f\chi,\qquad f=r^{\gamma-1}e^{-Zr}.
\end{equation}
Here $(\boldsymbol\sigma\cdot\mathbf p)f\chi=-if'(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$. Also $(\boldsymbol\sigma\cdot\mathbf p)\,i(\boldsymbol\sigma\cdot\hat{\mathbf r})f\chi=(f'+2f/r)\chi$, because $\hat{\mathbf r}f$ has divergence $f'+2f/r$ and no curl. With $f'/f=(\gamma-1)/r-Z$, the two Dirac equations become
\begin{align}
ck\left(\frac{\gamma+1}{r}-Z\right)-\frac Zr&=E,\\
-c\left(\frac{\gamma-1}{r}-Z\right)-k\left(\frac Zr+2c^2+E\right)&=0 .
\end{align}
The $1/r$ terms give $ck(\gamma+1)=Z$ and $k=c(1-\gamma)/Z$, hence $\gamma=\sqrt{1-Z^2/c^2}$. The constant term of the first line gives
\begin{equation}
E_{1s}=-ckZ=c^2\left(\sqrt{1-Z^2/c^2}-1\right).
\end{equation}
The constant term of the second line, $cZ=k(2c^2+E)$, is then satisfied as well, since $k(2c^2+E)=c^3(1-\gamma^2)/Z=cZ$. For $c\to\infty$ the function $f$ becomes the hydrogen-like $e^{-Zr}$, which identifies the state as 1s.

For $Z=50$ this energy is $-1294.63$ hartree, so $h$ lies 224 hartree too high. Most of that error is already nonrelativistic: $T+V=-1061$ hartree, against the exact $-Z^2/2=-1250$ hartree. One Gaussian is smooth at the nucleus and falls off too fast at large $r$, whereas $e^{-Zr}$ has a cusp and a longer tail.

The relativistic shift is also poor, $-9.34$ instead of $-44.63$ hartree, about one fifth. The projections found in part (e) do not account for this deficit. The full mass-velocity term for this Gaussian is $-48.92$ hartree, while the model contains $-29.35$, so $-19.57$ hartree is missing. The potential term, however, misses $-aV/(4c^2)=+19.67$ hartree, and the two nearly cancel because $2T+V=-11.00$ hartree is close to zero for this exponent. Without either projection the leading shift would be $-9.58$ instead of $-9.68$ hartree. Expanding $E_{1s}$ gives the exact leading shift $-Z^4/(8c^2)=-41.60$ hartree, so about 32 hartree of the 35 hartree deficit is due to the shape of the function, and about 3 hartree to higher orders in $c^{-2}$.

Both defects belong to the basis. In a set of 31 s Gaussians that includes the original one, $TS^{-1}T$ recovers 99.98\% of $\langle p^4\rangle/4$ for $g$, and the Dirac matrix energy is $-1294.63$ hartree, equal to the exact value at the digits shown. The agreement $h=E$ in part (d) thus confirms the decoupling within the chosen basis; the quality of the basis has to be judged separately.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge Z = 50
Exponent a = 700.0 bohr^-2
Speed of light c = 137.035999 a.u.
c^2 = 18778.8651 hartree
T = 1050.0000 hartree
V = -2111.0041 hartree
W = -2955405.77 a.u.
W/(4c^2) = -39.3448 hartree
W/(4c^2) - T = -1089.3448 hartree
tau = T/(2c^2) = 0.02795696
nu = V/(6c^2) = -0.01873564
1 + nu = 0.98126436
Square root in X = 1.03668105
X (electronic root) = 0.99110709
Metric 1 + tau X^2 = 1.02746193
R = 0.98654552
Small-component weight = 0.026728
L before renormalization = -1099.7353 hartree
h = R L R = -1070.3417 hartree
V + T X = -1070.3417 hartree
Electronic energy by diagonalization = -1070.3417 hartree
h in eV = -29125.5 eV
Error if R is omitted, L - h = -29.3937 hartree
Other root of X = -36.090214
Energy of other root = -40005.729 hartree
-2c^2 for comparison = -37557.730 hartree
Nonrelativistic T + V = -1061.0041 hartree
Relativistic shift h - (T + V) = -9.3376 hartree
Leading shift, -TV/(6c^2) part = 19.6724 hartree
Leading shift, -T^2/(2c^2) part = -29.3548 hartree
Leading shift, sum = -9.6824 hartree
Full mass-velocity -<p^4>/(8c^2) = -48.9247 hartree
Mass-velocity part missed = -19.5699 hartree
<p^4> resolved in large basis / full = 0.999789
Number of functions in large basis = 31
Dirac matrix energy, large basis = -1294.626 hartree
Exact point-nucleus Dirac 1s = -1294.626 hartree
Exact nonrelativistic 1s = -1250.000 hartree
Exact relativistic 1s shift = -44.626 hartree
\end{verbatim}
